\section*{The s × E Current Required by the Minimally Coupled Spin-Orbit Term}

\section{A ring that detects a missing vector potential}

Suppose the spin-orbit energy of an electron is written with the canonical momentum $\mathbf p$ instead of the kinetic momentum. On a closed ring threaded by magnetic flux, the energy levels then change when the flux grows by one quantum $h/e$, although a gauge transformation removes that flux completely. Moreover, the current obtained by differentiating the energy with respect to the vector potential does not balance the change of density. Both faults have one cure, and it brings a new current proportional to $\mathbf s\times\mathbf E$.

The smallest case shows this. An electron of charge $-e$, with spin up along $z$, moves on a thin ring of radius $R$. The flux $\Phi$ passes through the hole and there is no magnetic field on the ring. The electric field on the ring is radial, with uniform strength $E_r$. The ring is a model: an ideal constraint holds the electron at $r=R$, and the force of the constraint is not counted in $E_r$. The tangential vector potential is $A_\theta=\Phi/(2\pi R)$, so with $f=e\Phi/h$ the kinetic momentum is
\begin{equation}
\pi_\theta=p_\theta+eA_\theta=\frac{\hbar}{R}\left(-i\partial_\theta+f\right).
\end{equation}
The spin-orbit term, derived from the Dirac equation in Section 3, is here $u\pi_\theta$ with $u=e\hbar E_r/(4m^2c^2)$, a speed. The waves $e^{in\theta}$, with integer $n$, are eigenstates of
\begin{equation}
H=\frac{\pi_\theta^2}{2m}+u\pi_\theta,\qquad
\mathcal E_n=\frac{\hbar^2(n+f)^2}{2mR^2}+\frac{u\hbar(n+f)}{R}.
\end{equation}
Raising $f$ by one and lowering $n$ by one changes nothing, so the spectrum has period $h/e$.

With $p_\theta$ in the spin-orbit term, the last energy becomes $u\hbar n/R$. For small $u$ the lowest state has $n=0$ at $f=0$ and $n=-1$ at $f=1$. Its energy is $0$ in the first case and $-u\hbar/R$ in the second: a false shift. The currents differ too. At $f=0$ and $n=0$ the correct Hamiltonian gives
\begin{equation}
I=-\frac{\partial\mathcal E_0}{\partial\Phi}
=-\frac{e}{h}\frac{u\hbar}{R}=-\frac{eu}{2\pi R},
\end{equation}
while the bare form gives zero. The limit $u\to0$ removes both discrepancies, as it must.

\section{A non-uniform field: continuity decides}

In the stationary states $e^{in\theta}$ of the uniform ring, density and current are constant, so continuity cannot choose between the two answers there. Let the field therefore vary as $E_r(\theta)$, with the ring kept an equipotential and free of charge density. Now $u(\theta)$ and $\pi_\theta$ do not commute, and the Hermitian form is
\begin{equation}
H=\frac{\pi_\theta^2}{2m}+\frac12(u\pi_\theta+\pi_\theta u).
\end{equation}
No term in the radial momentum survives: for a fixed real radial amplitude $g(r)$, a symmetrized term $\frac12(a_rp_r+p_ra_r)$ averages to $-\frac{i\hbar}{2}\int\partial_r(r a_r g^2)\,dr=0$.

For two functions $\psi,\eta$ on the ring the product rule gives
\begin{equation}
\psi^*\pi_\theta\eta-(\pi_\theta\psi)^*\eta=-\frac{i\hbar}{R}\partial_\theta(\psi^*\eta),
\label{eq:ringid}
\end{equation}
because the terms with $A_\theta$ cancel. The density $n_\psi=|\psi|^2$ changes at the rate $(2/\hbar)\,\mathrm{Im}(\psi^*H\psi)$. Put $\eta=\pi_\theta\psi$ for the kinetic term and $\eta=u\psi$ for the spin-orbit term:
\begin{align}
\psi^*\pi_\theta^2\psi&=|\pi_\theta\psi|^2-\frac{i\hbar}{R}\partial_\theta(\psi^*\pi_\theta\psi),\\
\tfrac12\psi^*(u\pi_\theta+\pi_\theta u)\psi
&=u\,\mathrm{Re}(\psi^*\pi_\theta\psi)-\frac{i\hbar}{2R}\partial_\theta(un_\psi).
\end{align}
Taking imaginary parts,
\begin{equation}
\partial_tn_\psi=-\frac1R\partial_\theta\left[\frac{\mathrm{Re}(\psi^*\pi_\theta\psi)}{m}+un_\psi\right].
\end{equation}
The second term in the bracket is the spin-dependent current. In a stationary state the whole bracket is constant around the ring; the orbital part alone need not be.

To see how the two parts share the current, complete the square:
\begin{equation}
H=\frac{(\pi_\theta+mu)^2}{2m}-\frac{mu^2}{2}.
\end{equation}
To first order in $u$ the last term is dropped. Let $\bar u$ be the average of $u$ around the ring and write $\psi=e^{-i\alpha}g$ with $\hbar\alpha'/R=m(u-\bar u)$. The right side averages to zero, so $\alpha$ is single-valued. Then $(\pi_\theta+mu)\psi=e^{-i\alpha}(\pi_\theta+m\bar u)g$. Near zero flux the lowest state has constant $g$, so that $n_\psi=1/(2\pi R)$ and
\begin{equation}
\mathcal E\simeq\frac1{2m}\left(\frac{\hbar f}{R}+m\bar u\right)^2,\qquad
-\frac{\partial\mathcal E}{\partial\Phi}\bigg|_{0}=-\frac{e\bar u}{2\pi R}.
\end{equation}
At zero flux the orbital particle current is $-\hbar\alpha'n_\psi/(mR)=(\bar u-u)n_\psi$, the spin part is $un_\psi$, and the sum is $\bar un_\psi$. For constant $u$ the orbital part vanishes and Section 1 is recovered.

\subsection*{Numbers for the ring}

Take $R=2$ bohr and $E_r=E_0(1+\frac12\cos\theta)$ with $E_0=1$ atomic unit, about $5.14\times10^{11}$ V/m. In atomic units $e=\hbar=m=1$ and $c=137.036$, hence
\begin{equation}
\bar u=\frac{1}{4(137.036)^2}=1.3313\times10^{-5}\ \text{a.u.}=29.1\ \text{m/s}.
\end{equation}
With $R=1.0584\times10^{-10}$ m and $e=1.602\times10^{-19}$ C,
\begin{equation}
-\frac{e\bar u}{2\pi R}=-\frac{(1.602\times10^{-19})(29.124)}{2\pi(1.0584\times10^{-10})}\ \text{A}
=-7.02\ \text{nA}.
\end{equation}
Diagonalization in angular waves gives the same value for $-\partial\mathcal E/\partial\Phi$. The local charge currents of the lowest state are, in nA:
\begin{center}
\begin{tabular}{cccc}
$\theta$ & orbital & $\mathbf s\times\mathbf E$ & total\\
$0^\circ$ & $3.51$ & $-10.53$ & $-7.02$\\
$90^\circ$ & $0.00$ & $-7.02$ & $-7.02$\\
$180^\circ$ & $-3.51$ & $-3.51$ & $-7.02$
\end{tabular}
\end{center}
The spin part follows the field, with factors $1.5$, $1$ and $0.5$. The orbital part supplies the difference from the mean and even changes sign. Taken alone, it would make charge pile up in a stationary state. Reversing the spin reverses $u$ and gives $+7.02$ nA, so two electrons of opposite spin in this level carry no net current.

With bare $p_\theta$ in the spin-orbit term, the flux derivative responds to the average orbital current alone. That average is $(\bar u-\bar u)n_\psi=0$ to first order, and the computed value is $0.000$ nA. The false shift after one flux quantum is
\begin{equation}
-\frac{\hbar\bar u}{R}=-\frac{1.3313\times10^{-5}}{2}\ \text{hartree}
=-6.66\times10^{-6}\ \text{hartree}=-0.181\ \text{meV}.
\end{equation}
With minimal coupling the five lowest levels return to their values within $5\times10^{-10}$ meV.

\section{Where the term comes from}

Now let a particle of charge $q$ and mass $m$ move in three dimensions in static fields $\mathbf E=-\nabla\phi$ and $\mathbf B=\nabla\times\mathbf A$. Define
\begin{equation}
V=q\phi,\quad \boldsymbol\pi=-i\hbar\nabla-q\mathbf A,\quad
\Pi=\boldsymbol\sigma\cdot\boldsymbol\pi,\quad \mathbf s=\tfrac{\hbar}{2}\boldsymbol\sigma .
\end{equation}
With energy $\varepsilon$ counted from $mc^2$, the Dirac equation for the large and small components is
\begin{align}
V\psi_L+c\Pi\psi_S&=\varepsilon\psi_L,\\
c\Pi\psi_L+(V-2mc^2)\psi_S&=\varepsilon\psi_S .
\end{align}
When $|\varepsilon-V|\ll2mc^2$, the second line gives
\begin{equation}
\psi_S\simeq\frac1{2mc}\left(1-\frac{\varepsilon-V}{2mc^2}\right)\Pi\psi_L .
\end{equation}
Insert this in the first line and collect $\varepsilon$ on the right:
\begin{equation}
\left[V+\frac{\Pi^2}{2m}+\frac{\Pi V\Pi}{4m^2c^2}\right]\psi_L
=\varepsilon\left[1+\frac{\Pi^2}{4m^2c^2}\right]\psi_L .
\end{equation}
The operator on the right also gives the norm of both components to this order. The normalized two-component function is therefore $\psi=N\psi_L$ with $N=1+\Pi^2/(8m^2c^2)$. Multiplying by $N^{-1}$ from the left turns the right side into $\varepsilon\psi$, and on the left
\begin{equation}
N^{-1}\left(V+\frac{\Pi^2}{2m}\right)N^{-1}
\simeq V+\frac{\Pi^2}{2m}-\frac{\Pi^2V+V\Pi^2}{8m^2c^2}-\frac{\Pi^4}{8m^3c^2}.
\end{equation}
Since $\Pi^2V+V\Pi^2-2\Pi V\Pi=[\Pi,[\Pi,V]]$, the Hamiltonian is
\begin{equation}
H=V+\frac{\Pi^2}{2m}-\frac{\Pi^4}{8m^3c^2}-\frac{[\Pi,[\Pi,V]]}{8m^2c^2}.
\label{eq:reduced}
\end{equation}
A test on finite matrices of the same block form compares its eigenvalues with the full ones. Doubling $c$ reduces the error by a factor $15.9$, close to the $16$ expected when the first neglected terms are of order $1/c^4$.

The inner commutator is $[\Pi,V]=-i\hbar\boldsymbol\sigma\cdot\nabla V=i\hbar q\,\boldsymbol\sigma\cdot\mathbf E$. For the outer one use $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$:
\begin{equation}
[\Pi,\boldsymbol\sigma\cdot\mathbf E]
=\boldsymbol\pi\cdot\mathbf E-\mathbf E\cdot\boldsymbol\pi
+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\mathbf E-\mathbf E\times\boldsymbol\pi).
\end{equation}
The first difference is $-i\hbar\nabla\cdot\mathbf E$. Because $\nabla\times\mathbf E=0$, $\boldsymbol\pi\times\mathbf E=-\mathbf E\times\boldsymbol\pi$, and the last term is $-2i\boldsymbol\sigma\cdot(\mathbf E\times\boldsymbol\pi)$. Multiplication by $-i\hbar q/(8m^2c^2)$ gives
\begin{equation}
-\frac{[\Pi,[\Pi,V]]}{8m^2c^2}=-\frac{q\hbar^2\nabla\cdot\mathbf E}{8m^2c^2}+H_{SO},
\end{equation}
\begin{equation}
H_{SO}=-\lambda\,\mathbf s\cdot(\mathbf E\times\boldsymbol\pi)
=-\lambda(\mathbf s\times\mathbf E)\cdot\boldsymbol\pi,
\qquad \lambda=\frac{q}{2m^2c^2}.
\label{eq:so}
\end{equation}
The first part is the Darwin term. The kinetic momentum in $H_{SO}$ is inherited from $\Pi$; it is not a later choice.

Two limits check the sign. In a central potential with $\mathbf A=0$, $\mathbf E=-(\mathbf r/r)\,d\phi/dr$ turns Eq.~\eqref{eq:so} into $(2m^2c^2r)^{-1}(dV/dr)\,\mathbf s\cdot\mathbf L$, the familiar atomic form. On the ring, $q=-e$, $s_z=\hbar/2$ and $\mathbf E\times\boldsymbol\pi=E_r\pi_\theta\hat{\mathbf z}$ give $u\pi_\theta$.

From here on the mass-velocity term $-\Pi^4/(8m^3c^2)$ is set aside; Section 6 returns to it. On the ring it is diagonal in the waves $e^{in\theta}$ and of fourth order in $n+f$, so it does not change the zero-flux current of the lowest state to first order in $u$.

\section{Gauge covariance in three dimensions}

Change the gauge by $\mathbf A'=\mathbf A+\nabla\chi$ and $\psi'=U\psi$, with $U=e^{iq\chi/\hbar}$ and static $\chi$. The derivative of the phase gives $-i\hbar\nabla U=q(\nabla\chi)U$, so
\begin{equation}
\boldsymbol\pi'U\psi=U(q\nabla\chi-i\hbar\nabla-q\mathbf A-q\nabla\chi)\psi=U\boldsymbol\pi\psi .
\end{equation}
As $\mathbf s$ and $\mathbf E$ commute with $U$, $H_{SO}'U\psi=UH_{SO}\psi$. With $\mathbf p$ in place of $\boldsymbol\pi$ nothing cancels the derivative of the phase, and a mismatch remains:
\begin{equation}
-\lambda(\mathbf s\times\mathbf E)\cdot\left(\mathbf pU-U\mathbf p\right)\psi
=-\lambda q\,(\mathbf s\times\mathbf E)\cdot(\nabla\chi)\,U\psi .
\end{equation}
On the ring, one flux quantum corresponds to $\chi=\Phi\theta/(2\pi)$ with $\Phi=h/e$. Then $U=e^{-i\theta}$ is single-valued and $q\partial_\theta\chi/R=-\hbar/R$. Since $-\lambda(\mathbf s\times\mathbf E)_\theta=u$, the mismatch is $-u\hbar/R$, the false shift of Section 1.

\section{The current as a response to the vector potential}

The charge current $\mathbf j$ is defined by $\delta\langle H\rangle=-\int\mathbf j\cdot\delta\mathbf A\,d^3r$, with $\psi$ and $\mathbf E$ held fixed. Let $n=\psi^\dagger\psi$ and $\mathbf S=\psi^\dagger\mathbf s\psi$. Since $\boldsymbol\pi\times\boldsymbol\pi=i\hbar q\mathbf B$,
\begin{equation}
\frac{\Pi^2}{2m}=\frac{\boldsymbol\pi^2}{2m}-\frac qm\,\mathbf s\cdot\mathbf B .
\end{equation}
With $\delta\boldsymbol\pi=-q\,\delta\mathbf A$, and $\psi$ vanishing at infinity, the three terms that contain $\mathbf A$ vary as
\begin{align}
\delta\left\langle\frac{\boldsymbol\pi^2}{2m}\right\rangle
&=-q\int\delta\mathbf A\cdot\frac{\mathrm{Re}(\psi^\dagger\boldsymbol\pi\psi)}{m}\,d^3r,\\
\delta\left\langle-\frac qm\mathbf s\cdot\mathbf B\right\rangle
&=-\frac qm\int\mathbf S\cdot(\nabla\times\delta\mathbf A)\,d^3r
=-q\int\delta\mathbf A\cdot\frac{\nabla\times\mathbf S}{m}\,d^3r,\\
\delta\langle H_{SO}\rangle&=+\lambda q\int\delta\mathbf A\cdot(\mathbf S\times\mathbf E)\,d^3r .
\end{align}
Hence $\mathbf j=q(\mathbf J_{orb}+\mathbf J_{mag}+\mathbf J_{SO})$ with
\begin{equation}
\mathbf J_{orb}=\frac{\mathrm{Re}(\psi^\dagger\boldsymbol\pi\psi)}m,\quad
\mathbf J_{mag}=\frac{\nabla\times\mathbf S}{m},\quad
\mathbf J_{SO}=-\frac{q}{2m^2c^2}\,\mathbf S\times\mathbf E .
\label{eq:currents}
\end{equation}
For an electron the extra particle current is $+e\,\mathbf S\times\mathbf E/(2m^2c^2)$ and the extra charge current is $-e^2\,\mathbf S\times\mathbf E/(2m^2c^2)$. It survives at $\mathbf A=0$, because a derivative at zero need not vanish.

A numerical test varies $\mathbf A$ for an explicit spinor, with the Hamiltonian built from $\Pi$ and its commutators. The energy response is $1.6093$ in the units of the test; the three currents give $1.4049+0.3022-0.0978=1.6093$.

On the ring $\mathbf J_{mag}$ adds no net current. Its tangential component is $(\partial_zS_r-\partial_rS_z)/m$, whose integral over the cross-section vanishes because $\mathbf S$ is zero outside the ring.

\section{Continuity, directly and from gauge invariance}

Let $\mathbf a=\mathbf s\times\mathbf E$. Its divergence is $-\mathbf s\cdot(\nabla\times\mathbf E)=0$, so $\mathbf a\cdot\boldsymbol\pi=\boldsymbol\pi\cdot\mathbf a$. The three-dimensional form of Eq.~\eqref{eq:ringid}, applied to $\psi$ and $a_k\psi$ and summed over $k$, gives
\begin{equation}
\psi^\dagger\boldsymbol\pi\cdot(\mathbf a\psi)
=(\boldsymbol\pi\psi)^\dagger\cdot\mathbf a\psi-i\hbar\nabla\cdot(\mathbf S\times\mathbf E).
\end{equation}
The first term on the right is the complex conjugate of $\psi^\dagger\mathbf a\cdot\boldsymbol\pi\psi$. Averaging the two equal orderings of $H_{SO}$ therefore gives
\begin{equation}
\psi^\dagger H_{SO}\psi=-\lambda\,\mathrm{Re}(\psi^\dagger\mathbf a\cdot\boldsymbol\pi\psi)
+\frac{i\hbar\lambda}{2}\nabla\cdot(\mathbf S\times\mathbf E),
\end{equation}
\begin{equation}
\left(\partial_tn\right)_{SO}=\frac2\hbar\,\mathrm{Im}(\psi^\dagger H_{SO}\psi)
=\lambda\nabla\cdot(\mathbf S\times\mathbf E)=-\nabla\cdot\mathbf J_{SO}.
\end{equation}
No vector potential enters this result. Continuity thus requires the current even for a spin-orbit term written with $\mathbf p$, but fixes it only up to a curl. Minimal coupling makes the energy response agree with it. The magnetization current cannot stand in for it, since $\nabla\cdot\mathbf J_{mag}=0$. In the numerical test continuity holds with all three currents; without $\mathbf J_{SO}$ the largest defect is $0.081$ in test units.

Two limits show when the extra term matters. Since $\nabla\cdot(\mathbf S\times\mathbf E)=\mathbf E\cdot(\nabla\times\mathbf S)$, a region of uniform $\mathbf S$ has a current but no change of density from it. Next, take an electron packet with a real envelope, spin along $z$, $\mathbf A=0$ and uniform field $E\hat{\mathbf x}$. At that instant $\mathbf J_{orb}=0$, and the integral of $\mathbf J_{mag}$ over all space vanishes, yet
\begin{equation}
\frac{d\langle y\rangle}{dt}=\int J_{SO,y}\,d^3r=\frac{e\hbar E}{4m^2c^2}.
\end{equation}
The mean position, taken with the density $n$, moves sideways at 29 m/s for $E=1$ atomic unit, although the mean kinetic momentum is zero. Velocity and $\boldsymbol\pi/m$ are different operators here.

The link with gauge invariance is general. Let $K[\mathbf A]$ be any gauge-covariant term of $H$, with current defined by $\delta\langle K\rangle=-\int q\mathbf J_K\cdot\delta\mathbf A\,d^3r$. Under an infinitesimal $\chi$, $\langle K\rangle$ is unchanged. The change of the state and the change of $\mathbf A$ must cancel:
\begin{equation}
\frac{iq}{\hbar}\langle[K,\chi]\rangle-\int q\mathbf J_K\cdot\nabla\chi\,d^3r=0 .
\end{equation}
The first term is the rate at which $K$ changes $\int qn\chi\,d^3r$. Integrating the second by parts,
\begin{equation}
\int q\chi\left[(\partial_tn)_K+\nabla\cdot\mathbf J_K\right]d^3r=0 ,
\end{equation}
and since $\chi$ is arbitrary, continuity holds for each covariant term separately. The mass-velocity term therefore carries its own balanced current, and the Darwin term, a function of position, carries none. The bare spin-orbit term is not covariant: it contains no $\mathbf A$ and yields no response current, although it does move density.

\section{Conditions}

The formula rests on the expansion in $1/c^2$ and fails where $|V-\varepsilon|$ is comparable with $2mc^2$, as close to a heavy nucleus. There a treatment that avoids this expansion is needed, for example one with the four-component current.

Only the potential energy enters, since $-q\mathbf E=\nabla V$ gives
\begin{equation}
\mathbf J_{SO}=\frac{\mathbf S\times\nabla V}{2m^2c^2}.
\end{equation}
In a Kohn--Sham equation with a local, spin-independent effective potential $V$, that whole potential must be used, not the nuclear part alone. The same holds for a ring on which an electrostatic potential confines the electron: the gradient of that potential must then be included in the spin-orbit term, and the numbers of Section 2, which assume an ideal constraint, do not apply. For a circular potential $V(r)$ the zero-flux spin-orbit current is proportional to the mean of $V'(r)/r$. In a narrow ring the mean force $\langle V'\rangle$ nearly vanishes, because the confinement balances the applied force, but the current does not. With $x=r-R$ and $1/r\simeq1/R-x/R^2$, the virial relation $\langle xV'\rangle\simeq2\langle T_r\rangle$ gives $\langle V'/r\rangle\simeq-2\langle T_r\rangle/R^2$, where $T_r$ is the radial kinetic energy. This grows as the ring is made narrower, and its sign is opposite to that of the ideal ring with $E_r>0$. A confinement by a Lorentz-scalar (mass) potential $W(r)$ does not restore the numbers of Section 2 either. It enters the spin-orbit term with the opposite sign, through $(V'-W')/r$. Force balance then doubles the part due to the applied field, to about $-14$ nA, and the confinement adds a part of the same sign that grows as the ring narrows. The value $-7.02$ nA is a property of the ideal-constraint model, not a prediction for a physically confined ring.

Finally, $\mathbf E$ was held fixed while $\mathbf A$ was varied, and $qn$ was taken as the charge density. If $\mathbf E=-\nabla\phi-\partial_t\mathbf A$ is varied as well, in the symmetrized form of $H_{SO}$, the term acts as $-\int\mathbf P\cdot\mathbf E\,d^3r$ with $\mathbf P=\lambda\,\mathrm{Re}\,\psi^\dagger(\boldsymbol\pi\times\mathbf s)\psi$. Integration by parts in the action adds a charge density $-\nabla\cdot\mathbf P$ and a current $\partial_t\mathbf P$. These satisfy continuity between themselves and leave the balance between $n$ and $\mathbf J_{SO}$ untouched. They can matter for the motion of charge, however. For the packet of Section 6, $\int\mathbf P\,d^3r=\lambda\langle\boldsymbol\pi\rangle\times\langle\mathbf s\rangle$ to leading order, and $d\langle\boldsymbol\pi\rangle/dt=q\mathbf E$ makes its rate of change $\lambda q\,\mathbf E\times\langle\mathbf s\rangle=q\int\mathbf J_{SO}\,d^3r$. The centre of charge, with $\mathbf P$ included, therefore moves sideways twice as fast as $\langle y\rangle$. In a stationary state $\partial_t\mathbf P=0$ and no such current appears. The Darwin term acts in the same way with $\mathbf P_D=-q\hbar^2\nabla n/(8m^2c^2)$. It adds a spin-independent charge density $q\hbar^2\nabla^2n/(8m^2c^2)$ of the same order, but $\int\mathbf P_D\,d^3r=0$, so it does not move the centre of charge. The numerical output that follows lists the computed values behind the numbers quoted here.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Dirac reduction: error ratio, c doubled = 15.89
3D test, energy response to A = 1.609277 (test units)
  part from orbital current = 1.404915 (test units)
  part from magnetization current = 0.302156 (test units)
  part from s x E current = -0.097795 (test units)
3D test, largest continuity defect without s x E current = 0.0810 (test units)
speed of light = 137.036 a.u.
ring radius = 2.0 bohr = 1.0584 angstrom
mean radial field = 1.0 a.u. = 5.1422e+11 V/m
relative field modulation = 0.5
mean spin-orbit drift speed = 1.3313e-05 a.u. = 29.124 m/s
charge currents, spin up, zero flux (nA):
  angle 0 deg: orbital 3.509, s x E -10.526, total -7.017
  angle 90 deg: orbital -0.000, s x E -7.017, total -7.017
  angle 180 deg: orbital -3.509, s x E -3.509, total -7.017
-dE/dflux, spin up = -7.017 nA
-dE/dflux, spin down = 7.017 nA
first-order estimate, spin up = -7.017 nA
-dE/dflux with bare p, magnitude = 0.000 nA
largest level change over one flux quantum = 4.6e-10 meV
false ground-level shift with bare p = -6.6565e-06 hartree = -0.1811 meV
\end{verbatim}
